# Energy and mass of the weak-coupling Fröhlich polaron

## Definitions and conventions

One electron of charge $-1$ and band mass $m$ moves in an isotropic polar medium. The algebra uses atomic units, $\hbar=e=m_e=1$, with Gaussian electrostatics, so that $\nabla\cdot\mathbf D=4\pi\rho$. The temperature is zero and the box volume is $\Omega$.

The medium has a dielectric constant $\varepsilon_\infty$ when its ions cannot follow the field, and $\varepsilon_0>\varepsilon_\infty$ when they relax fully. Its longitudinal optical phonons have one frequency $\omega$, independent of wavevector. Define

$$\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0},\qquad \ell=\frac1{\sqrt{2m\omega}},\qquad \alpha=\kappa\sqrt{\frac{m}{2\omega}}=\frac{\kappa}{2\omega\ell}.$$

The number $\alpha$ is half the ratio of the lattice part of the Coulomb energy at distance $\ell$, namely $\kappa/\ell$, to the phonon energy. The results to be derived are, at weak coupling and small total momentum $p$,

$$E(p)=-\alpha\omega+\frac{p^2}{2m^*},\qquad \frac1{m^*}=\frac1m\left(1-\frac\alpha6\right)+O(\alpha^2).$$

With $\hbar$ restored the energy is $-\alpha\hbar\omega$. The form $m^*=m/(1-\alpha/6)$ is what second-order perturbation theory gives when its energy is taken literally, but it is controlled only to first order in $\alpha$. Energies are measured from the band edge without lattice coupling, and the phonon zero-point energy is removed.

## The coupling from a polarisable continuum

Let $\mathbf s(\mathbf r)$ be the relative displacement of the ions, scaled so that its kinetic energy density is $\dot{\mathbf s}^2/2$. The polarisation has an ionic and an electronic part:

$$\mathbf P=\gamma\mathbf s+\chi\mathbf E,\qquad \chi=\frac{\varepsilon_\infty-1}{4\pi}.$$

Therefore $\mathbf D=\mathbf E+4\pi\mathbf P=\varepsilon_\infty\mathbf E+4\pi\gamma\mathbf s$. The electronic polarisation is assumed to follow at once. Storing it costs $(\chi\mathbf E)^2/(2\chi)=\chi E^2/2$, which with the field energy $E^2/8\pi$ makes $\varepsilon_\infty E^2/8\pi$. If $\omega_T$ is the ionic frequency at $\mathbf E=0$, the potential energy density is

$$u=\tfrac12\omega_T^2s^2+\frac{(\mathbf D-4\pi\gamma\mathbf s)^2}{8\pi\varepsilon_\infty}.$$

Retardation is neglected, so the electron produces a longitudinal $\mathbf D$, fixed by its charge alone. Only longitudinal $\mathbf s$ couples to it. Expanding the square gives

$$u=\tfrac12\omega^2s^2-g\,\mathbf s\cdot\mathbf D+\frac{D^2}{8\pi\varepsilon_\infty},\qquad \omega^2=\omega_T^2+\frac{4\pi\gamma^2}{\varepsilon_\infty},\qquad g=\frac{\gamma}{\varepsilon_\infty}.$$

The last term of $u$ is the electron's self-energy in a medium with rigid ions. It does not depend on the electron's position and is counted in the band energy.

To eliminate $\gamma$, consider a static field. The force on $\mathbf s$ is $-\partial u/\partial\mathbf s=-\omega_T^2\mathbf s+\gamma\mathbf E$, so $\mathbf s=\gamma\mathbf E/\omega_T^2$ at rest, and

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi\gamma^2}{\omega_T^2}.$$

It follows that $\omega^2=\omega_T^2\varepsilon_0/\varepsilon_\infty$ and

$$g^2=\frac{\omega_T^2(\varepsilon_0-\varepsilon_\infty)}{4\pi\varepsilon_\infty^2}
=\frac{\omega^2}{4\pi}\,\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0\varepsilon_\infty}
=\frac{\omega^2\kappa}{4\pi}.$$

Now quantise. Write $\mathbf s(\mathbf r)=\sum_{\mathbf q}\mathbf s_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, and likewise for the momentum field $\boldsymbol\pi=\dot{\mathbf s}$, with

$$\mathbf s_{\mathbf q}=\frac{i\hat{\mathbf q}}{\sqrt{2\omega\Omega}}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),\qquad
\boldsymbol\pi_{\mathbf q}=\hat{\mathbf q}\sqrt{\frac{\omega}{2\Omega}}\,(b_{\mathbf q}-b^\dagger_{-\mathbf q}).$$

The factor $i\hat{\mathbf q}$ ensures $\mathbf s_{\mathbf q}^\dagger=\mathbf s_{-\mathbf q}$, as a real field requires. The commutator of $\hat{\mathbf q}\cdot\mathbf s_{\mathbf q}$ with $(\hat{\mathbf q}\cdot\boldsymbol\pi_{\mathbf q})^\dagger$ is $(i/2\Omega)(1+1)=i/\Omega$, the canonical value. In $\frac\Omega2\sum_{\mathbf q}(\boldsymbol\pi_{\mathbf q}^\dagger\cdot\boldsymbol\pi_{\mathbf q}+\omega^2\mathbf s_{\mathbf q}^\dagger\cdot\mathbf s_{\mathbf q})$ the cross terms cancel, leaving $\sum_{\mathbf q}\omega(b^\dagger_{\mathbf q}b_{\mathbf q}+\frac12)$.

For an electron at $\mathbf r$, the equation $i\mathbf q\cdot\mathbf D_{\mathbf q}=-4\pi e^{-i\mathbf q\cdot\mathbf r}/\Omega$ gives

$$\mathbf D_{\mathbf q}=\frac{4\pi i\hat{\mathbf q}}{q\Omega}e^{-i\mathbf q\cdot\mathbf r},\qquad
\mathbf D_{-\mathbf q}=-\frac{4\pi i\hat{\mathbf q}}{q\Omega}e^{i\mathbf q\cdot\mathbf r}.$$

The interaction is $-g\int\mathbf s\cdot\mathbf D\,d^3r=-g\Omega\sum_{\mathbf q}\mathbf s_{\mathbf q}\cdot\mathbf D_{-\mathbf q}$. Since $i(-i)=1$, it equals $\sum_{\mathbf q}V_q(b_{\mathbf q}+b^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf r}$ with

$$V_q=-\frac{4\pi g}{q\sqrt{2\omega\Omega}},\qquad
V_q^2=\frac{16\pi^2}{2\omega\Omega q^2}\,\frac{\omega^2\kappa}{4\pi}=\frac{2\pi\omega\kappa}{\Omega q^2}.$$

Relabelling $\mathbf q\to-\mathbf q$ in the creation term yields the Fröhlich Hamiltonian

$$H=\frac{\hat{\mathbf p}^2}{2m}+\sum_{\mathbf q}\omega b^\dagger_{\mathbf q}b_{\mathbf q}+\sum_{\mathbf q}V_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$

The term $\mathbf q=0$ is absent because a neutralising background is assumed.

A rigid charge distribution provides a check of the strength. Let $\rho_{\mathbf q}=\int\rho(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, here without the factor $1/\Omega$, so that the factor $e^{i\mathbf q\cdot\mathbf r}$ of the point electron is replaced by $-\rho_{\mathbf q}^*$. Then completing the square in each oscillator lowers the energy by $\sum_{\mathbf q}V_q^2|\rho_{\mathbf q}|^2/\omega$. The change is therefore

$$-\sum_{\mathbf q}\frac{2\pi\kappa}{\Omega q^2}|\rho_{\mathbf q}|^2
=\frac12\sum_{\mathbf q}\frac{4\pi}{\Omega q^2}|\rho_{\mathbf q}|^2\left(\frac1{\varepsilon_0}-\frac1{\varepsilon_\infty}\right),$$

the difference of its electrostatic energies in the two media, as it should be.

Both derivations need sums over $\mathbf q$. Put $\mathbf q=\mathbf k/\ell$ and let $x$ be the cosine of the angle between $\mathbf k$ and a fixed axis. The factor $q^2$ of the volume element cancels the $1/q^2$ of $V_q^2$. With $\kappa/\ell=2\alpha\omega$,

$$\sum_{\mathbf q}V_q^2F=\frac{\omega\kappa}{2\pi\ell}\int_0^\infty\!dk\int_{-1}^1\!dx\,F
=\frac{\alpha\omega^2}{\pi}\int_0^\infty\!dk\int_{-1}^1\!dx\,F. \tag{1}$$

## First derivation: second-order perturbation theory

Let $W$ be the interaction and $|0\rangle$ the state with electron momentum $\mathbf p$ and no phonons, of unperturbed energy $E_0=p^2/2m$. Normalise the perturbed state by $\langle0|\psi\rangle=1$. Projecting $(H_0-E_0)|\psi\rangle=(\Delta E-W)|\psi\rangle$ on the unperturbed states gives

$$\Delta E=\langle0|W|\psi\rangle,\qquad |\psi\rangle=|0\rangle+R(W-\Delta E)|\psi\rangle,\qquad R=-\sum_{n\ne0}\frac{|n\rangle\langle n|}{E_n-E_0}. \tag{2}$$

Since $W$ changes the phonon number by one, $\langle0|W|0\rangle=0$. The leading shift is $\langle0|WRW|0\rangle$. The operator $W$ creates a phonon $\mathbf q$ and leaves the electron with momentum $\mathbf p-\mathbf q$, at an excitation energy

$$\omega+\frac{(\mathbf p-\mathbf q)^2-p^2}{2m}=\omega+\frac{q^2}{2m}-\frac{\mathbf p\cdot\mathbf q}{m}=\omega(1+k^2-2kux),\qquad u=p\ell.$$

The perturbation formula requires this gap to stay positive. Its minimum over $k$, for $ux>0$, is $\omega(1-u^2x^2)$, so the condition is $u<1$, or $p^2/2m<\omega$. A faster electron can emit real phonons.

Equation (1) now gives

$$\Delta E=-\frac{\alpha\omega}{\pi}\int_0^\infty dk\int_{-1}^1\frac{dx}{1+k^2-2kux}.$$

The integrand is unchanged when both $k$ and $x$ change sign. The half with $x<0$ may therefore be moved to $x>0$ with negative $k$, which extends the radial integral to the whole line. With $1+k^2-2kux=(k-ux)^2+1-u^2x^2$ and $\int_{-\infty}^{\infty}dy/(y^2+a^2)=\pi/a$,

$$\Delta E=-\alpha\omega\int_0^1\frac{dx}{\sqrt{1-u^2x^2}}=-\alpha\omega\,\frac{\arcsin u}{u}. \tag{3}$$

Expanding the square root before integrating gives $\arcsin u/u=1+u^2/6+3u^4/40+\dots$. Since $\omega u^2=p^2/2m$,

$$E(p)=-\alpha\omega+\frac{p^2}{2m}\left(1-\frac\alpha6\right)+O(p^4),\qquad m^*=\frac{m}{1-\alpha/6}.$$

The energy falls because the lattice polarises around the electron. The mass rises because motion lowers the gap $\omega(1+k^2)$ by $\omega\delta$, with $\delta=2ku|x|$, for a phonon emitted forwards and raises it by the same amount for one emitted backwards. The changes linear in $\delta$ cancel, but $1/(1+k^2-\delta)+1/(1+k^2+\delta)$ exceeds $2/(1+k^2)$ at order $\delta^2$. The resulting gain in binding grows as $p^2$ and offsets part of the kinetic energy.

The pole at $\alpha=6$ lies outside the regime of the expansion and has no physical meaning. Near $u=1$ the expansion fails even for small $\alpha$: the derivative of (3) contains $-\alpha\omega/(u\sqrt{1-u^2})$, which outgrows the unperturbed slope $2\omega u$.

The first-order state also gives the mean number of phonons. At $p=0$ and to leading order it is $\sum_{\mathbf q} V_q^2/[\omega^2(1+k^2)^2]=(2\alpha/\pi)(\pi/4)=\alpha/2$.

## Second derivation: a displaced lattice that follows the electron

This derivation does not expand in $\alpha$. It uses a trial state for the lattice as seen from the electron. Let $\mathbf K_{\rm ph}=\sum_{\mathbf q}\mathbf q\,b^\dagger_{\mathbf q}b_{\mathbf q}$ and $U=e^{-i\mathbf r\cdot\mathbf K_{\rm ph}}$. Then

$$U^\dagger\hat{\mathbf p}U=\hat{\mathbf p}-\mathbf K_{\rm ph},\qquad U^\dagger b_{\mathbf q}U=b_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}.$$

The phases in the interaction cancel, and

$$U^\dagger HU=\frac{(\hat{\mathbf p}-\mathbf K_{\rm ph})^2}{2m}+\sum_{\mathbf q}\omega b^\dagger_{\mathbf q}b_{\mathbf q}+\sum_{\mathbf q}V_q(b_{\mathbf q}+b^\dagger_{\mathbf q}). \tag{4}$$

The electron position has disappeared, so $\hat{\mathbf p}$ is conserved. It now stands for the total momentum and may be replaced by its value $\mathbf p$.

Take as trial state a product of displaced oscillators, $b_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$ with real $f_{\mathbf q}$. Then $\mathbf K\equiv\langle\mathbf K_{\rm ph}\rangle=\sum_{\mathbf q}\mathbf q f_{\mathbf q}^2$. Moving creation operators to the left in $\mathbf K_{\rm ph}^2$ produces one extra term from the commutator, so $\langle\mathbf K_{\rm ph}^2\rangle=K^2+\sum_{\mathbf q} q^2f_{\mathbf q}^2$. With $G_q=\omega+q^2/2m$, the mean energy is

$$F=\frac{(\mathbf p-\mathbf K)^2}{2m}+\sum_{\mathbf q}G_qf_{\mathbf q}^2+2\sum_{\mathbf q}V_qf_{\mathbf q}.$$

By the variational principle, $F$ is an upper bound to the lowest energy of the model at total momentum $\mathbf p$.

At $\mathbf p=0$ the first term is non-negative. The rest is smallest for $f_{\mathbf q}=-V_q/G_q$, which is even in $\mathbf q$ and makes $\mathbf K=0$. Both parts are therefore minimal together, and by (1)

$$F(0)=-\sum_{\mathbf q}\frac{V_q^2}{G_q}=-\frac{2\alpha\omega}{\pi}\int_0^\infty\frac{dk}{1+k^2}=-\alpha\omega.$$

For small $\mathbf p$, let $\mathbf v=\mathbf p-\mathbf K$. Setting $\partial F/\partial f_{\mathbf q}=0$, where $\partial\mathbf K/\partial f_{\mathbf q}=2\mathbf qf_{\mathbf q}$, gives

$$f_{\mathbf q}=-\frac{V_q}{G_q-\mathbf q\cdot\mathbf v/m}\simeq-\frac{V_q}{G_q}\left(1+\frac{\mathbf q\cdot\mathbf v}{mG_q}\right).$$

In $\mathbf K=\sum_{\mathbf q}\mathbf qf_{\mathbf q}^2$ the zeroth-order term is odd in $\mathbf q$ and vanishes. The linear term, after the angular average $q_iq_j\to q^2\delta_{ij}/3$, is $\mathbf K=\lambda\mathbf v$ with

$$\lambda=\frac{2}{3m}\sum_{\mathbf q}\frac{V_q^2q^2}{G_q^3}
=\frac{2}{3m}\,\frac{2\alpha\omega^2}{\pi}\,\frac{2m\omega}{\omega^3}\int_0^\infty\frac{k^2dk}{(1+k^2)^3}
=\frac{8\alpha}{3\pi}\,\frac{\pi}{16}=\frac\alpha6.$$

Here $k=\tan\theta$ turns the integral into $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$.

Because $F$ is stationary in every $f_{\mathbf q}$, its total derivative with respect to $\mathbf p$ is the explicit one, $\mathbf v/m$. From $\mathbf p=\mathbf v+\mathbf K=(1+\lambda)\mathbf v$ follows $dF/d\mathbf p=\mathbf p/[m(1+\lambda)]$, and integration gives

$$F(p)=-\alpha\omega+\frac{p^2}{2m(1+\alpha/6)}+O(p^4).$$

The phonon cloud carries the fraction $\lambda/(1+\lambda)$ of the total momentum, while the electron sets the velocity $\mathbf v/m$. This is the added inertia. The energy at rest is the same as before, and the inverse mass agrees to first order in $\alpha$.

## What each derivation assumes

Both derivations share the model: a parabolic isotropic band, harmonic ions, one phonon frequency and a continuum without atomic structure. The last assumption can be judged from the integral for $-\alpha\omega$. Phonons with $q<Q$ supply the fraction $(2/\pi)\arctan(Q\ell)$ of it. With $Q$ of the order of $\pi/a$, where $a$ is the lattice constant, the lattice cutoff matters little when $\ell\gg a$. The band must also stay parabolic over the recoil energies $q^2/2m=\omega(q\ell)^2$ that contribute: if it is parabolic only up to an energy $E_c$, the fraction $1-(2/\pi)\arctan\sqrt{E_c/\omega}$ of $-\alpha\omega$ comes from outside that range.

Perturbation theory assumes small $\alpha$ and a positive gap. In return it gives the dispersion (3) to leading order in $\alpha$ and a systematic next term. The variational derivation assumes a form for the lattice state. Its energy $-\alpha\omega$ is an upper bound for every $\alpha$, but nothing here shows that the bound is close when $\alpha$ is large. A bound on the energy is not a bound on the mass.

The two mass formulas differ at second order:

$$\frac{m}{1-\alpha/6}=m\left(1+\frac\alpha6+\frac{\alpha^2}{36}+\dots\right)\quad\text{against}\quad m\left(1+\frac\alpha6\right).$$

Neither $\alpha^2$ term is reliable, because the fourth-order energy, omitted from the first formula, also contains a term proportional to $\alpha^2p^2$.

At $p=0$ the next term shows what the trial state leaves out. Iterating (2), with odd orders vanishing, gives $E_4=\langle WRWRWRW\rangle-E_2\langle WR^2W\rangle$. Use the form (4), energies in units of $\omega$, $v_{\mathbf k}=V_q/\omega$, $D_k=1+k^2$ and the two-phonon energy $D_{kl}=2+|\mathbf k+\mathbf l|^2$. The first-order state is $-\sum_{\mathbf k}(v_{\mathbf k}/D_k)b^\dagger_{\mathbf k}|0\rangle$. A second phonon $\mathbf l$ is added, and the two can be absorbed in either order:

$$\frac{E_4}{\omega}=-\sum_{\mathbf k\mathbf l}\frac{v_{\mathbf k}^2v_{\mathbf l}^2}{D_{kl}}\left(\frac1{D_k^2}+\frac1{D_kD_l}\right)+\sum_{\mathbf k}\frac{v_{\mathbf k}^2}{D_k}\sum_{\mathbf l}\frac{v_{\mathbf l}^2}{D_l^2}.$$

If $D_{kl}$ were $D_k+D_l$, symmetrising the bracket to $\frac12(1/D_k+1/D_l)^2$ would turn the first sum into $-\sum v_{\mathbf k}^2v_{\mathbf l}^2(D_k+D_l)/(2D_k^2D_l^2)$, which cancels the second. The whole of $E_4$ thus comes from the difference $D_{kl}-D_k-D_l=2\mathbf k\cdot\mathbf l$, the correlation between the recoils of two phonons. A product state cannot describe it.

The average of $1/D_{kl}$ over the angle between $\mathbf k$ and $\mathbf l$ is

$$L=\frac1{4kl}\ln\frac{2+(k+l)^2}{2+(k-l)^2}.$$

By (1), each remaining sum becomes $(2\alpha/\pi)\int_0^\infty dk$, so

$$\frac{E_4}{\alpha^2\omega}=\frac12-\frac4{\pi^2}\int_0^\infty\!\!\int_0^\infty dk\,dl\;L\left(\frac1{D_k^2}+\frac1{D_kD_l}\right)=-0.0159.$$

The value is numerical. The fourth-order sum was also tested against diagonalisation of a Hamiltonian with a few modes. The negative sign agrees with $-\alpha\omega$ being an upper bound.

## A numerical example

Take round model parameters: $\varepsilon_\infty=5$, $\varepsilon_0=8$, phonon energy $0.04$ eV, $m=0.1$ electron masses, and $a=6$ Å for the cutoff estimate. Then $\kappa=1/5-1/8=0.075$. Converting the phonon energy to atomic units gives $\alpha=0.437$ and $\ell=30.9$ Å.

The energy at rest is $-0.437\times0.04=-0.0175$ eV. Since $\alpha/6=0.0729$, the two mass formulas give $0.1/0.9271=0.1079$ and $0.1\times1.0729=0.1073$ electron masses. The honest statement is a mass of about $0.107$ to $0.108$, without a claim that the two values bracket the true one. The cloud holds $0.437/2=0.22$ phonons on average, to leading order.

The fourth-order energy is $-0.0159\times0.437^2\times0.04=-0.00012$ eV, or 0.7% of the second-order shift. The neglected atomic structure may matter more. With $Q=\pi/a$, $Q\ell=16.2$ and the fraction of the energy below the cutoff is 0.961. The remaining 3.9%, about 0.0007 eV, comes from wavelengths at which the continuum is not justified. This counts only the lattice cutoff and is not a computed correction: the true short-wavelength contribution depends on the actual band and coupling. The parabolic band is the weaker assumption, since the recoil energy at $Q$ is $16.2^2\times0.04\approx10$ eV. Recoils above 1 eV ($q\ell>5$) supply $1-(2/\pi)\arctan5=13\%$ of the shift, so in a real crystal the doubtful part is larger than 3.9%.

At $u=0.5$ the band energy is $0.0100$ eV and the shift (3) is $-0.0183$ eV, in total $-0.0083$ eV. The parabola with mass $m/(1-\alpha/6)$ gives $-0.0175+0.0100\times0.9271=-0.0082$ eV. At $u=0.75$ the full second-order result is $0.0027$ eV and the parabola gives $0.0034$ eV. The difference, about $0.00065$ eV, is 3% of the rise $E(p)-E(0)=0.0202$ eV, against 1% at $u=0.5$, so the parabola departs more from the second-order result as $u$ grows. Both omit the momentum-dependent fourth-order energy, and (3) itself fails near $u=1$.

## Numbers as computed

```
eps_inf, eps_0 (dimensionless): 5.0, 8.0
phonon energy: 0.0400 eV
transverse phonon energy: 0.03162 eV
band mass: 0.1000 electron masses
lattice constant: 6.0 angstrom
kappa: 0.0750 (dimensionless)
alpha: 0.43741 (dimensionless)
polaron length: 30.863 angstrom
static energy, real space: -0.575714 eV
static energy, phonon sum: -0.575714 eV
energy shift, integral: -0.0174965 eV
energy shift, formula: -0.0174965 eV
mass from curvature: 0.107863 electron masses
mass m/(1-alpha/6): 0.107863 electron masses
mass m(1+alpha/6): 0.107290 electron masses
phonon number: 0.21871 (dimensionless)
cutoff times polaron length: 16.160 (dimensionless)
energy fraction below cutoff: 0.96065 (dimensionless)
u=0.25: p=0.008100 1/angstrom
  band energy: 0.002500 eV
  lattice shift: -0.017684 eV
  total energy: -0.015184 eV
u=0.50: p=0.016201 1/angstrom
  band energy: 0.010000 eV
  lattice shift: -0.018322 eV
  total energy: -0.008322 eV
u=0.75: p=0.024301 1/angstrom
  band energy: 0.022500 eV
  lattice shift: -0.019784 eV
  total energy: 0.002716 eV
few modes, E2 diagonalized: -0.787516 phonon energies
few modes, E2 formula: -0.787501 phonon energies
few modes, E4 diagonalized: -0.037946 phonon energies
few modes, E4 formula: -0.037946 phonon energies
continuum c4: -0.01592 (dimensionless)
fourth-order energy: -0.0001218 eV
fourth/second order ratio: 0.00696 (dimensionless)
```
